# A nonconservative L1₂ (001) antiphase boundary has no single energy

Take an ordered crystal of composition A₃B, delete one atomic layer, close the gap, and ask what the resulting antiphase boundary costs. The obvious recipe subtracts from the total energy the number of atoms times the bulk energy per atom. For the model crystal treated below, this gives $-86.5$ mJ/m² for one form of the boundary, as if the perfect crystal should fill itself with such faults. Now count the energy of every B atom from a zero 1 eV lower, a change without physical content. The same recipe returns $+531.6$ mJ/m². A quantity that responds in this way to bookkeeping is not a property of the boundary.

The belief behind the recipe is that an antiphase boundary, being a planar fault in a given crystal, has one energy, as a stacking fault in a pure metal has. For a pure metal the belief is sound even when a layer is removed. The removed atoms go to a reservoir at chemical potential $\mu$, and equilibrium with the bulk crystal forces $\mu$ to equal the bulk energy per atom. It is also sound for an antiphase boundary made by sliding alone, as long as the occupation of its sites is left as the sliding made it. It fails when the removed layer has a composition different from that of the crystal.

## What is removed

In the L1₂ structure with lattice parameter $a$, B atoms sit on the cube corners and A atoms on the face centres. The (001) layers are $a/2$ apart and hold two atoms per area $a^2$. They alternate between a mixed layer M, with one A and one B, and a pure layer A, with two A atoms.

If a layer is deleted, the upper half crystal must drop by $a/2$. To land on fcc sites it must also move sideways by $a/2$, so its displacement is $\frac a2[10\bar1]$. Two junctions can result:

- Deleting an A layer puts two mixed layers in contact, written M|M.
- Deleting an M layer puts two pure layers in contact, written A|A.

Let $N_A$ and $N_B$ be the atom numbers per area $a^2$ in a crystal with one boundary, and $N=N_A+N_B$. The bulk has one B in four atoms, so the excess of B is

$$\Gamma=N_B-\tfrac14N .$$

The perfect crystal has $\Gamma=0$. Deleting an A layer leaves $N_B$ unchanged and lowers $N$ by 2, so $\Gamma_{MM}=+\frac12$. Deleting an M layer lowers $N_B$ by 1 and $N$ by 2, so $\Gamma_{AA}=-1+\frac12=-\frac12$. Inserting layers gives the same values: an extra M layer makes M|M and adds $1-\frac24=+\frac12$. For $a=0.36$ nm the excess of M|M is 3.86 B atoms per nm².

The sliding displacement $\frac a2[110]$ lies in the boundary plane and removes nothing. That boundary is called conservative, and its excess is zero.

## Why one number is missing

At zero temperature and pressure, the boundary energy $\gamma$ is the energy of the crystal with the boundary minus the cost of taking its atoms from the reservoirs:

$$\gamma a^2=E-\mu_AN_A-\mu_BN_B ,$$

with $E$ also counted per area $a^2$. The bulk must be in equilibrium with the same reservoirs. If $e$ is its energy per A₃B unit,

$$3\mu_A+\mu_B=e .$$

This is one equation for two unknowns. Let $\Delta=\mu_B-\mu_A$ be the remaining freedom. Putting $\mu_B=\mu_A+\Delta$ into the equation gives $4\mu_A+\Delta=e$, hence

$$\mu_A=\frac{e-\Delta}4,\qquad \mu_B=\frac{e+3\Delta}4 .$$

The reservoir term is $\mu_AN_A+\mu_BN_B=\mu_AN+\Delta N_B$. Inserting $\mu_A$ and collecting the terms in $\Delta$,

$$\gamma a^2=E-\frac{Ne}4-\Delta\left(N_B-\frac N4\right)=E-\frac{Ne}4-\Gamma\Delta .$$

No model of the bonding has entered. For a fixed atomic structure, $\gamma$ is a straight line in $\Delta$ whose slope is set by counting atoms. Three consequences follow.

First, the per-atom recipe keeps $E-Ne/4$ and drops the last term, so it sets $\Delta=0$ without saying so. If the energy zero of B is lowered by $c$, then $E$ rises by $cN_B$ and $e$ by $c$, and the recipe changes by $c(N_B-N/4)=c\Gamma$. With $c=1$ eV and $\Gamma=\frac12$ this is 0.5 eV per $a^2$. Since 1 eV per $a^2$ is 1236.2 mJ/m² here, the change is 618.1 mJ/m², the jump from $-86.5$ to $+531.6$. In the full expression $\Delta$ also rises by $c$, and the two changes cancel.

Second, a cell containing one M|M and one A|A boundary, far enough apart not to interact, has total excess zero. It yields $\gamma_{MM}+\gamma_{AA}$ without any knowledge of $\Delta$, but it cannot divide the sum between them. Half the sum is the energy of each only where the two happen to be equal.

Third, once $\Delta$ is specified, each boundary structure has a definite energy. What is absent is a value independent of the chemical potentials.

## A model in which everything can be counted

To see how much this matters, take a rigid fcc lattice. Let each unlike nearest-neighbour bond contribute $-w_1$ and each unlike second-neighbour bond $+w_2$, with both constants positive. Like bonds contribute nothing, so energies and chemical potentials are measured from the pure fcc elements.

In perfect L1₂ each B has twelve A nearest neighbours, and every second neighbour, at distance $a$, is of the same kind as the atom itself. Therefore $e=-12w_1$ and $\mu_A=-3w_1-\Delta/4$.

Consider M|M, in a crystal with $n$ mixed and $n-1$ pure layers. Then $N_B=n$ and $N_A=n+2(n-1)=3n-2$. Across the junction, each B has four nearest neighbours in the next layer, and two of them are B. This makes two B–B bonds per $a^2$. Each such bond uses up one of the twelve neighbours of both its ends, so there are $12n-4$ unlike nearest-neighbour bonds.

The second neighbours in the vertical direction form columns. Per $a^2$, one column changes from B to A at the junction and another from A to B, giving two unlike bonds. Thus

$$E=-12nw_1+4w_1+2w_2 .$$

The reservoir term is $n(3\mu_A+\mu_B)-2\mu_A=-12nw_1-2\mu_A$. Subtracting it,

$$\gamma_{MM}a^2=4w_1+2w_2+2\mu_A=2w_2-2w_1-\frac\Delta2 .$$

For A|A there are $n-1$ mixed and $n$ pure layers, so $N_B=n-1$ and $N_A=3n-1$. No B–B nearest-neighbour bonds occur, and again two columns change occupation, so $E=-12(n-1)w_1+2w_2$. The reservoir term is $(n-1)e+2\mu_A$, and

$$\gamma_{AA}a^2=2w_2-2\mu_A=2w_2+6w_1+\frac\Delta2 .$$

The slopes are $\mp\frac12$, as the general argument requires, and the sum is $4w_1+4w_2$. For the conservative boundary, two columns per $a^2$ change occupation and no mixed layers meet. Its energy is $2w_2$ per $a^2$ at every $\Delta$.

## How far the chemical potential can move

The freedom in $\Delta$ is limited, because the crystal must not decompose. Compare energies per site minus $\Delta$ times the B fraction. This gives $-3w_1-\Delta/4$ for L1₂ and zero for pure A. In the ordered AB phase L1₀ each B has eight A nearest neighbours, and all second neighbours are alike. With half a B per site its value is $-4w_1-\Delta/2$. L1₂ is no higher than either competitor if

$$-12w_1\le\Delta\le-4w_1 .$$

No other arrangement narrows this window in the model. To show it, divide the fcc lattice into tetrahedra of four mutual nearest neighbours. Each bond belongs to two tetrahedra and each site to eight, and a tetrahedron with $p$ B atoms has $p(4-p)$ unlike bonds. Its share of the nearest-neighbour energy, less the reservoir terms, is

$$t(p)=-\frac{w_1}2p(4-p)-\frac{p\Delta}8-\frac{\mu_A}2 .$$

With $-\mu_A/2=3w_1/2+\Delta/8$ this becomes

$$t(0)=\frac{3w_1}2+\frac\Delta8,\quad t(1)=0,\quad t(2)=-\frac{w_1}2-\frac\Delta8,$$

$$t(3)=-\frac\Delta4,\quad t(4)=\frac{3w_1}2-\frac{3\Delta}8 .$$

Inside the window none of these is negative. The second-neighbour terms are never negative either. L1₂, in which every tetrahedron has $p=1$ and all second neighbours are alike, therefore reaches the lowest possible value.

The same division settles whether some cleverer boundary, perhaps with a lateral pattern, could escape the dependence on $\Delta$. Every tetrahedron consists of a nearest-neighbour pair in one (001) layer and a crossed pair in the next, with a common midpoint in projection. There are four such midpoints per $a^2$. Above each one, the numbers of B atoms in successive pairs run 1, 0, 1, 0 deep in the lower crystal. The antiphase displacement interchanges the even and odd layers in the upper crystal. If every tetrahedron held exactly one B, the alternation could never change phase. Each midpoint column must therefore contain at least one tetrahedron with $p\ne1$.

Inside the window $t(3)$ and $t(4)$ exceed $t(2)$, so the cheapest error costs the smaller of $t(0)$ and $t(2)$. The two second-neighbour columns that must change occupation cost at least $2w_2$. Hence

$$\gamma a^2\ge2w_2+4\min[t(0),t(2)] .$$

Since $4t(2)=-2w_1-\Delta/2$ and $4t(0)=6w_1+\Delta/2$, M|M and A|A attain this bound. The lowest boundary energy, among all occupations of the rigid lattice with this displacement and mean plane, is the smaller of $\gamma_{MM}$ and $\gamma_{AA}$. Even the minimum depends on $\Delta$, and the preferred termination switches at $\Delta=-8w_1$.

## Reading the numbers

Choose $a=0.36$ nm, $w_1=0.060$ eV and $w_2=0.025$ eV. The window runs from $-0.720$ to $-0.240$ eV. At its middle, $\Delta=-0.480$ eV,

$$\gamma_{MM}a^2=0.050-0.120+0.240=0.170\ \text{eV},$$

or 210.2 mJ/m². Across the window the two energies are:

| $\Delta$ (eV) | M–M (mJ/m²) | A–A (mJ/m²) |
|---:|---:|---:|
| −0.720 | 358.5 | 61.8 |
| −0.600 | 284.3 | 136.0 |
| −0.480 | 210.2 | 210.2 |
| −0.360 | 136.0 | 284.3 |
| −0.240 | 61.8 | 358.5 |

Each termination varies by almost a factor of six while the bulk crystal remains stable. The sum stays at 420.3 mJ/m², the value obtained from a crystal containing both boundaries. The per-atom value $\Delta=0$ lies outside the window, where L1₂ would transform. That is how M|M acquires a negative energy there.

The ends of the table have a simple meaning. M|M is a thin sliver of L1₀, and A|A a thin sliver of pure A. At the edge where the sliver's phase coexists with L1₂, its tetrahedra cost nothing. What remains is $2w_2$, or 61.8 mJ/m², the same as for the conservative boundary.

A thicker sliver with three wrong gaps instead of one has the same displacement, up to a lattice vector, and the same second-neighbour cost. At the edge it is therefore equally cheap. In the middle of the window it costs $2w_2+12t(2)=0.410$ eV per $a^2$, or 506.9 mJ/m², against 210.2 for the single gap. Close to coexistence, a boundary one layer thick is thus no longer the only candidate.

## What sets the chemical potential in an alloy

In a closed piece of alloy nobody turns a knob marked $\Delta$. The bulk composition sets it, through antisite atoms. Replacing a B by an A in the perfect crystal destroys twelve unlike nearest-neighbour bonds, creates six unlike second-neighbour bonds and returns one B in exchange for an A:

$$\varepsilon_{B\to A}=12w_1+6w_2+\Delta .$$

An A atom has four B and eight A nearest neighbours. Replacing it by B raises the number of unlike bonds from four to eight, so

$$\varepsilon_{A\to B}=-4w_1+6w_2-\Delta .$$

Both equal 0.390 eV at mid-window. When antisites are dilute, they occur with probability $e^{-\varepsilon/kT}$ per site. There are three A sites for each B site, so exact stoichiometry requires $e^{-\varepsilon_{B\to A}/kT}=3e^{-\varepsilon_{A\to B}/kT}$. Taking logarithms, $\varepsilon_{A\to B}-\varepsilon_{B\to A}=kT\ln3$. The left side is $-16w_1-2\Delta$, which gives

$$\Delta=-8w_1-\frac{kT}2\ln3 .$$

At 1000 K, where $kT=0.0862$ eV, this is $-0.527$ eV. The zero-temperature formulas then give 239.4 mJ/m² for M|M and 180.9 for A|A. A stoichiometric crystal in equilibrium at a stated temperature does have a definite boundary energy, because stating its condition has supplied $\Delta$.

The value is sensitive to that condition. Lowering $\Delta$ by 0.1 eV at 1000 K changes the B content from $-0.06$ to $-1.82$ at.% relative to 25 at.%. These contents come from summing over all occupations of two layers in a small cell, with the other layers frozen. In a large crystal with all layers free, the value $-1.82$ becomes about $-2.1$. The small remainder $-0.06$ at the supposedly stoichiometric point comes from interactions between antisites, which the dilute approximation neglects. Over this change of about two atomic per cent, the zero-temperature A|A energy falls from 180.9 to 119.1 mJ/m². At 1000 K the window is narrower than at zero temperature: the model crystal is still ordered at $-0.627$ eV but disorders between about $-0.65$ and $-0.68$ eV.

Raising $\Delta$ by 0.1 eV instead takes the content to $+1.35$ at.%. The lower energy is then 177.6 mJ/m² and belongs to M|M. The near equality with 180.9 hides a change of termination, with a maximum between the two points.

## Temperature and the real alloy

At finite temperature the boundary layers are themselves disordered. Let $F$ be the free energy $-kT\ln\sum e^{-(E-\mu_AN-\Delta N_B)/kT}$ at fixed site number, with $\mu_A=(e-\Delta)/4$. Differentiation brings down the mean of $N_B-N/4$, so $\partial F/\partial\Delta=-\langle N_B-N/4\rangle$. Subtracting the same quantity for a perfect crystal with as many sites leaves

$$a^2\frac{\partial\gamma}{\partial\Delta}=-\Gamma(T) ,$$

where $\Gamma(T)$ is the mean excess relative to the bulk. The dependence on chemical potential survives, but the slope need no longer be $\pm\frac12$. The conservative (001) boundary now collects a small excess as well, and its energy then also depends on $\Delta$. On other planes this needs no heat. At a slid (111) boundary each B next to the plane has one B nearest neighbour and three unlike second neighbours, so replacing it by A costs $10w_1+\Delta$, which is negative in part of the window even at zero temperature.

At 1000 K and $\Delta=-0.527$ eV, a sum over all occupations of the two junction layers in a $2\times2$ lateral cell gives $\Gamma=-0.277$ and $\gamma=120.0$ mJ/m². This is 60.9 below the zero-temperature A|A value. The terminations differ there by only $-8w_1-\Delta=0.047$ eV per $a^2$, and $\Gamma$ lies between their values $\pm\frac12$. Widening the cell to $4\times2$, with only the B sites of the M|M junction free to change, shifts the energy by $+5.0$ mJ/m². The deeper layers stay frozen in all these sums. In the $2\times2$ cell, freeing six layers instead of two lowers the energy by about another 40 mJ/m², but much of this is an artefact of the narrow cell, in which the whole boundary can shift up or down and the entropy of its position is shared among only $4a^2$. A Monte Carlo estimate for an $8\times8$ cell with all 15 layers free, integrated over temperature, gives about 110 mJ/m² and $\Gamma\approx-0.21$. The two-layer values are therefore uncertain by about 10 mJ/m² in $\gamma$ and 0.06 in $\Gamma$.

The parameters are round numbers roughly in the regime of the L1₂ phase of nickel and aluminium, whose lattice parameter is near 0.36 nm. Its conservative antiphase energies are of order 100 mJ/m², so the model's 61.8 is somewhat low. Its binding relative to the elements is roughly twice the model's 0.18 eV per atom. Doubling $w_1$ alone would double the window and the swing of $\gamma$ across it. On the aluminium-rich side, however, the real competitor at high temperature is a bcc-based ordered phase, which the fcc model omits. A competitor more stable than L1₀ narrows the window.

Real layers also relax. With a rough modulus of 200 GPa and a 3 % change of one layer spacing, the elastic energy $\frac12C\epsilon^2(a/2)$ is about 16 mJ/m², which indicates the size of the lowering to expect. For these numbers thermal disorder matters more than relaxation. Vibrations, magnetic and electronic entropy, and long-range and many-body interactions are not included. They would change the intercepts and the window. At zero temperature they cannot change the slopes, which come from counting atoms.

A calculated energy for such a boundary is therefore complete when it names the termination and either gives $\Delta$ with its energy reference or states the composition and temperature that fix it. The numerical output below lists most of the values quoted here.

## Calculated quantities

```
lattice parameter a = 0.36 nm; area a^2 = 0.1296 nm^2
w1 = 0.060 eV, w2 = 0.025 eV
1 eV per a^2 = 1236.2 mJ/m^2
bulk energy of A3B = -0.720 eV per formula unit
B excess: M|M +0.50, A|A -0.50 atoms per a^2
B excess, conservative APB = 0.00 atoms per a^2
B excess of M|M = 3.86 atoms/nm^2
stability window of delta: -0.720 to -0.240 eV
conservative (001) APB = 61.8 mJ/m^2
delta (eV), gamma M|M, gamma A|A (mJ/m^2):
  -0.720  358.5  61.8
  -0.600  284.3  136.0
  -0.480  210.2  210.2
  -0.360  136.0  284.3
  -0.240  61.8  358.5
sum of both, from two-boundary cell = 420.3 mJ/m^2
change of gamma per 0.1 eV of delta = 61.8 mJ/m^2
three-gap sliver at mid-window: M 506.9, A 506.9 mJ/m^2
per-atom recipe: M|M -86.5, A|A 506.9 mJ/m^2
same, zero of B moved by 1 eV: M|M 531.6, A|A -111.3 mJ/m^2
antisite energy at mid-window = 0.390 eV
temperature = 1000 K, kT = 0.0862 eV
delta of stoichiometric crystal (dilute) = -0.5273 eV
T=0 formulas at this delta: M|M 239.4, A|A 180.9 mJ/m^2
delta (eV), bulk B content minus 25 (at.%), lower T=0 gamma (mJ/m^2):
  -0.627  -1.82  119.1
  -0.527  -0.06  180.9
  -0.427  +1.35  177.6
gamma with thermal disorder, 2x2 cell = 120.0 mJ/m^2
thermal shift = -60.9 mJ/m^2
lateral-size shift, 2x2 to 4x2 = +5.0 mJ/m^2
thermal B excess of junction = -0.277 atoms per a^2
rough modulus 200 GPa, layer strain 3 %
relaxation energy, rough = 16.2 mJ/m^2
```
